Axial step free energy from the square Ising model

**1. The decision that depends on the result**

When atoms are deposited on a flat terrace, a new layer starts from an island that must first pay for its edge. Let f be the edge free energy per lattice spacing and Δμ the free energy gained per added atom. A square island of n × n atoms, large enough for f to apply and with corner rounding ignored, has the free energy

G(n) = 4fn − Δμ n².

Setting dG/dn = 4f − 2Δμ n to zero gives n = 2f/Δμ and a barrier

G_max = 4f²/Δμ.

The same counting applies to the opening of a pit during etching. Because f enters squared, one must decide whether the energy of a straight step is good enough, or whether the thermal wandering of the step has to be included. For the square Ising model the second choice has a closed answer.

**2. Model, statement and range**

Each site of a square lattice carries s = +1 (occupied, upper terrace) or s = −1 (empty, lower terrace). The energy is −J Σ s s′ over nearest neighbours, with J > 0, and K = J/kT.

For a lattice gas with bond energy ε and occupation n = (1 + s)/2,

−ε n n′ = −(ε/4)(1 + s + s′ + s s′),

so J = ε/4. Each site has four bonds, so the linear terms add up to −εs per site. The chemical potential term −μn contributes −μs/2. They cancel at μ = −2ε, where the two terraces coexist. This is the zero-field condition assumed below.

An unsatisfied bond costs 2J. A straight step along a lattice axis cuts one bond per spacing and costs 2J per spacing. A kink of unit height cuts one more bond and also costs 2J.

The statement to be derived, for a step that runs on average along an axis, is

f = 2J + kT ln tanh(J/kT) for T ≤ Tc,
f = 0 for T ≥ Tc, with sinh(2J/kTc) = 1.

Tc is the bulk critical temperature of the two-dimensional layer. It is not a property of the three-dimensional crystal beneath, whose surface steps lose their free energy at the roughening transition.

**3. What is meant by the step free energy**

Take N rows along the step and M sites in each row across it, with M even and periodic closure both ways. Let τ = +1 denote ordinary bonds everywhere. Let τ = −1 denote the same lattice with the sign of J reversed on the bonds joining site M to site 1. Going once round a row, the spin must return to its value. The number of unsatisfied bonds is therefore even for τ = +1 and odd for τ = −1. The reversed seam forces at least one wall through every row.

With partition functions Z₊ and Z₋,

f = −kT lim(M→∞) lim(N→∞) (1/N) ln(Z₋/Z₊).

If T is the matrix that adds one row, Z = Tr Tᴺ, and the largest eigenvalue Λ dominates for large N. Hence

f = kT lim(M→∞) ln(Λ₊/Λ₋).

No tilt is imposed on the wall, and by reflection symmetry its average tilt is zero.

**4. The transfer matrix**

Let σx, σy, σz be Pauli matrices. A bond between successive rows has weight e^K for equal spins and e^(−K) for opposite spins:

e^K + e^(−K) σx = A exp(K* σx).

Since exp(K*σx) = cosh K* + σx sinh K*, we need A cosh K* = e^K and A sinh K* = e^(−K). Division, and subtraction of squares, give

tanh K* = e^(−2K), A² = e^(2K) − e^(−2K) = 2 sinh 2K.

Three consequences are needed:

sinh 2K* = 2e^(−2K)/(1 − e^(−4K)) = 1/sinh 2K,
cosh 2K* = (1 + e^(−4K))/(1 − e^(−4K)) = coth 2K,
e^(−2K*) = (1 − tanh K*)/(1 + tanh K*) = tanh K.

The last one says 2K* = −ln tanh K. Sharing the bonds within a row equally between successive steps, we have

T = (2 sinh 2K)^(M/2) e^(KY/2) e^(K*X) e^(KY/2),
X = Σ_j σx_j,
Y = Σ_(j<M) σz_j σz_(j+1) + τ σz_M σz_1.

Every entry of T is a positive Boltzmann weight. By the Perron–Frobenius theorem the top eigenvector is unique and can be taken with positive entries. The flip of all spins, P = Π σx_j, commutes with T and only permutes these entries, so the top vector has P = +1. This holds for both seams.

**5. Free modes**

Define

a_j = (Π_(l<j) σx_l) σz_j, b_j = (Π_(l<j) σx_l) σy_j.

These 2M operators are Hermitian, square to 1 and anticommute with each other. From σzσy = −iσx and σyσx = −iσz,

σx_j = i a_j b_j, σz_j σz_(j+1) = i b_j a_(j+1).

At the seam, b_M = Pσx_M σy_M = iPσz_M, so σz_M σz_1 = −iP b_M a_1. With P = 1 the seam term has the form i b_M a_(M+1), provided that a_(M+1) = −τa_1. We may use this form if we afterwards keep only states with P = 1.

Let a_k = M^(−1/2) Σ_j e^(−ikj) a_j, and likewise b_k. The closure requires e^(ikM) = −τ:

- τ = +1: k is an odd multiple of π/M. All values form pairs (k, −k).
- τ = −1: k is an even multiple of π/M. The values 0 and π stand alone; the rest form pairs.

In these variables X = i Σ_k a_(−k) b_k and Y = i Σ_k e^(ik) b_(−k) a_k. Collecting the terms of one pair, and using b a = −a b,

X_k = i(a_(−k) b_k + a_k b_(−k)),
Y_k = −cos k X_k + sin k W_k,
W_k = a_k b_(−k) − a_(−k) b_k.

Write a_k = (p + ip′)/√2 and b_k = (q + iq′)/√2, where p, p′, q, q′ are Hermitian, anticommute and square to 1. Then

X_k = i(pq + p′q′), W_k = i(p′q − pq′).

With Q_k = −pqp′q′, which squares to 1, multiplication gives

X_k² = W_k² = 2(1 + Q_k), X_k W_k + W_k X_k = 0.

For example, (pq)² = (p′q′)² = −1 and pq commutes with p′q′, so X_k² = −(−2 + 2pqp′q′) = 2(1 + Q_k).

Each pair acts on a four-dimensional space, and Q_k is traceless, so Q_k = +1 and Q_k = −1 have two dimensions each. Where Q_k = −1, both X_k and W_k vanish and the pair contributes the factors 1, 1 to T. Where Q_k = +1, X_k = 2ζ and Y_k = 2η, where ζ and η are traceless 2 × 2 matrices with ζ² = η² = 1 and Tr ζη = −2 cos k. The trace of the pair's part of T is then

Tr[(cosh 2K* + ζ sinh 2K*)(cosh 2K + η sinh 2K)]
= 2 cosh 2K* cosh 2K − 2 sinh 2K* sinh 2K cos k.

The determinant is 1 and the matrix is positive, so its eigenvalues are e^(γ_k) and e^(−γ_k), with γ_k ≥ 0 and

cosh γ_k = cosh 2K* cosh 2K − sinh 2K* sinh 2K cos k
= coth 2K cosh 2K − cos k.

At the ends, the addition formula for cosh gives

γ_0 = 2|K − K*|, γ_π = 2(K + K*),

and γ_k rises steadily between them.

For the single modes, a_0 and a_π are Hermitian and square to 1. Setting X_0 = i a_0 b_0 and X_π = i a_π b_π, each equal to ±1, we find Y_0 = −X_0 and Y_π = X_π. Their factor in T is

exp[(K* − K)X_0 + (K* + K)X_π].

The parity must be expressed in the same variables. Both P and the product of all Q_k (times X_0X_π when τ = −1) are products of all 2M operators, so they can differ only by a sign. The state with every σx_j = 1 fixes it. There X = M, which is reached only if every X_k = 2 and X_0 = X_π = 1. All Q_k are then +1, and so is P. Therefore

P = Π Q_k for τ = +1,
P = X_0 X_π Π Q_k for τ = −1.

**6. The two largest eigenvalues**

Without a step, every pair can take its largest factor e^(γ_k), which has Q_k = +1 and satisfies P = 1:

ln Λ₊ = (M/2) ln(2 sinh 2K) + ½ Σ_odd γ_k.

The sum runs over all k that are odd multiples of π/M; the factor ½ appears because each pair is counted twice.

With a step, choose first X_0 = X_π = 1 and all Q_k = +1. The single modes contribute the exponent 2K*. For K > K* the choice X_0 = −1, X_π = 1 looks better, since it contributes 2K. It has X_0X_π = −1, however, so P = 1 demands a pair with Q_q = −1, which loses γ_q. Because γ_q > γ_0 = 2(K − K*), the total 2K − γ_q is below 2K*. For K ≤ K* this choice has no advantage to begin with. The choices with X_π = −1 are lower still. Thus on both sides of Tc

ln Λ₋ = (M/2) ln(2 sinh 2K) + 2K* + Σ_(0<k<π) γ_k.

To compare the two, write 2K* through γ_0 and γ_π. For K > K*, ½(γ_0 + γ_π) = 2K, so 2K* = ½(γ_0 + γ_π) − γ_0. For K < K*, ½(γ_0 + γ_π) = 2K*. Hence

ln(Λ₊/Λ₋) = γ_0 + D_M for K > K*,
ln(Λ₊/Λ₋) = D_M for K < K*,
D_M = ½(Σ_odd γ_k − Σ_even γ_k).

The parity constraint is what makes the low-temperature wall cost γ_0.

**7. The wide limit**

D_M compares two sums of the same periodic function over interleaved points. Insert γ_k = Σ_n g_n e^(ikn). Either sum over k keeps only n = rM with r an integer, giving M(−1)^r for the odd points and M for the even points. So

D_M = −M Σ_(r odd) g_(rM).

If K ≠ K*, then γ_k > 0 for all k and γ_k is smooth. Two integrations by parts bound |g_n| by a constant over n², so D_M falls at least as fast as 1/M. More integrations show that it falls faster than any power of 1/M.

At K = K*, cosh γ_k = 2 − cos k, so γ_k ≈ |k| near zero. This corner gives g_n ≈ −1/(πn²) for large n, and

D_M ≈ (2/(πM)) (1 + 1/9 + 1/25 + …) = (2/(πM))(π²/8) = π/(4M).

This also vanishes as M grows, but slowly. Direct diagonalization of the two transfer matrices at Tc for M = 10 gives M ln(Λ₊/Λ₋) = 0.789, against the limit π/4 = 0.785. A narrow strip therefore shows an apparent step free energy at Tc that belongs to its width.

**8. The result and its limits**

For K > K*,

f = kT γ_0 = 2kT(K − K*) = 2J + kT ln tanh(J/kT).

It vanishes at K = K*. Since sinh 2K sinh 2K* = 1, this means sinh 2Kc = 1, or Kc = 0.4407 and kTc = 2.269 J. For K < K* the limit is f = 0. The closed expression is negative there and no longer describes a step, because there are no two ordered terraces to separate.

At low temperature put x = e^(−2K). Then ln tanh K = ln(1 − x) − ln(1 + x) ≈ −2x, and

f ≈ 2J − 2kT e^(−2J/kT).

The correction counts one kink up or one kink down at each spacing, each with energy 2J.

Near Tc we need the derivative. With dK/dT = −K/T and d(ln tanh K)/dK = 2/sinh 2K,

df/dT = k[ln tanh K − 2K/sinh 2K].

Both terms are negative, so f falls steadily with T. At Tc, ln tanh Kc = −2Kc and sinh 2Kc = 1, which gives df/dT = −4Kc k. Just below Tc,

f ≈ 4Kc k(Tc − T) = 1.763 k(Tc − T).

The step free energy of this model vanishes linearly.

**9. A picture with kinks alone**

Suppose that the step has a single height in each column and jumps by h = 0, ±1, ±2, … from one column to the next. Overhangs and islands on the terraces are left out. A jump costs 2J|h|, the jumps are independent, and

Σ_h e^(−2K|h|) = 1 + 2x/(1 − x) = (1 + x)/(1 − x) = coth K.

So f = 2J − kT ln coth K, which is the result of section 8. For the axial direction, the omitted configurations have no net effect on f. They are present in the Ising model all the same, and this agreement by itself says nothing about tilted steps.

The picture also gives the fraction of columns without a jump, 1/coth K = tanh K.

**10. Numbers for a close-packed step on Cu(001)**

Take a kink energy 2J = 0.13 eV and an atomic spacing of 0.26 nm, both rough values for this step, at 600 K. Then J = 0.065 eV, ε = 0.26 eV, kT = 0.0517 eV and K = 1.257. With tanh K = 0.850,

kT ln tanh K = −0.0084 eV,
f = 0.1300 − 0.0084 = 0.1216 eV per spacing = 0.468 eV/nm.

In the kink picture, 15 % of the columns carry a jump. The low-temperature formula gives the same correction to two figures. Transfer matrices of width 4 and 8, diagonalized numerically, give f = 0.12162 and 0.12161 eV: far below Tc a narrow strip is enough.

With J held fixed, the formula gives:

- 300 K: 0.130 eV per spacing
- 600 K: 0.122 eV per spacing
- 900 K: 0.101 eV per spacing
- 1200 K: 0.070 eV per spacing

The model's Tc is 1712 K, while copper melts at roughly 1400 K. The vanishing of f predicted by this two-level model is therefore out of reach for the solid with these parameters; roughening is a separate question. At 600 K f is still 94 % of its zero-temperature value.

For the square island of section 1, at fixed Δμ and 600 K, using 2J in place of f multiplies the barrier by (0.130/0.1216)² = 1.14. This counts the straight edges only. Thermal rounding of the corners lowers the barrier further: with the exact equilibrium island shape of the Ising model it is about 15 % below 4f²/Δμ at this temperature. Compared with that value, a square island with edge energy 2J gives a barrier too high by a factor of about 1.34.

**11. What the model leaves out for copper**

The largest omission examined here is bonding between diagonal neighbours. A straight step on Cu(001) costs roughly 0.2 eV per atom, clearly more than the kink energy, whereas the nearest-neighbour model makes the two equal. Add a diagonal coupling J₂ = 0.02 eV, chosen to bring the straight-step energy to this size. A straight step cuts two diagonal bonds per spacing, at 2J₂ each, and its energy becomes 2J + 4J₂ = 0.21 eV.

A jump h cuts |h + 1| + |h − 1| diagonal bonds. This is 2 for h = 0 and for h = ±1, so a unit kink still costs 2J. Larger jumps cut 2|h| and become dearer. Diagonalizing the transfer matrix of width 8 with these bonds gives f = 0.202 eV per spacing at 600 K, an increase of 66 % over the nearest-neighbour value. The thermal part, which is f minus the straight-step energy and contains the energy of the kinks as well as their entropy, hardly moves, from −8.4 to −7.9 meV. The sum over independent jumps with the same bond count gives the same f to 0.01 meV, so the loss of large jumps accounts for the change. For a square island at fixed Δμ, the barrier rises by a factor (0.202/0.1216)² = 2.8. Because the total is larger while the thermal part is nearly the same, using the straight-step energy in place of f now multiplies the square-island barrier by only (0.210/0.202)² = 1.08. The factor 1.14 of section 10 belongs to the nearest-neighbour model.

Vibrations come next. If three vibrational modes per edge atom soften by 5 %, an assumed figure, the classical shift is 3kT ln 0.95 = −8 meV per spacing. That is about as large as the whole configurational correction.

The restriction to two surface levels matters least at this temperature. It was examined with a model of five height levels, taken cyclically, with an energy 2J per unit height difference between neighbours. Its largest eigenvalues, found by repeated multiplication for width 5, shift f by less than 0.001 meV at this width. This says nothing about temperatures near roughening, where many levels take part. Interactions between neighbouring steps are also left out, so f refers to a well-separated step.

For copper at 600 K, then, the Ising formula fitted to the kink energy gives a useful estimate of the configurational correction to the step free energy, but not of the total. If the straight-step energy is known separately and unit kinks dominate, a better estimate is that energy plus kT ln tanh(J/kT), with 2J the kink energy. It still leaves out the vibrational shift, which can be as large as the second term. With the values above this is 0.2100 − 0.0084 = 0.2016 eV, within 1 meV of the full calculation with diagonal bonds. The estimate worsens as larger jumps become common: with the same couplings it is about 3 meV too low at 900 K and 8 meV too low at 1200 K.
